# Tilted Films: The Cosine Phase Factor and the Direction of Fringe Shift

**Q.** I have an oxide film on silicon, 1000 nm thick, with index 1.46. At normal incidence its fifth-order reflection maximum is at 584 nm, because \(2nd=2920\) nm and \(2920/5=584\). Now I tilt it by 45°. The light crosses the film on a slant, so its path is longer. A longer path must fit the same five wavelengths, so each wavelength must be longer. I get 667.5 nm.

**A.** How did you get that number?

**Q.** From Snell's law, \(\sin\theta=n\sin\theta_1\), where \(\theta\) is the angle from the normal in air and \(\theta_1\) the angle inside. For \(\theta=45^\circ\), \(\theta_1=28.97^\circ\) and \(\cos\theta_1=0.8749\). Each crossing has length \(d/\cos\theta_1\), so the optical path down and up is

\[
L_{\rm in}=\frac{2nd}{\cos\theta_1}=\frac{2920\ \text{nm}}{0.8749}\approx 3337.6\ \text{nm}.
\]

Divided by five, that is 667.5 nm. Which part is wrong?

**A.** The length is right. The last division is wrong, because interference depends on the difference between two paths, and you have used only one. What does the other beam do while yours is inside the film?

**Q.** It reflects from the top surface and leaves. At normal incidence it has no extra path at all.

**A.** At normal incidence that is true. When the film is tilted, the second beam comes out at a different place. Call the entry point \(A\) and the exit point \(C\). Each crossing displaces the ray sideways by \(d\tan\theta_1\), so

\[
AC=2d\tan\theta_1 .
\]

The two reflected beams are parallel, and their phases must be compared on a common wavefront, a plane perpendicular to both. Draw that plane through \(C\). The first beam started from \(A\) and must travel through air to reach it. Its direction makes the angle \(\theta\) with the normal, so the component of \(AC\) along the beam is \(AC\sin\theta\). The air path is therefore

\[
L_{\rm air}=2d\tan\theta_1\,\sin\theta .
\]

**Q.** So I should subtract it. But it could be a small correction, with my longer path still winning.

**A.** Do the subtraction. Snell's law replaces \(\sin\theta\) by \(n\sin\theta_1\):

\[
L_{\rm air}=2d\,\frac{\sin\theta_1}{\cos\theta_1}\,n\sin\theta_1
=\frac{2nd\sin^2\theta_1}{\cos\theta_1}.
\]

The path difference is

\[
\Delta=L_{\rm in}-L_{\rm air}
=\frac{2nd\,(1-\sin^2\theta_1)}{\cos\theta_1}
=2nd\cos\theta_1 .
\]

The cosine has moved from the denominator to the numerator. To see which change wins, compare the growth of the internal path with the air path:

\[
L_{\rm in}-2nd=\frac{2nd(1-\cos\theta_1)}{\cos\theta_1},
\]

\[
L_{\rm air}=\frac{2nd(1-\cos^2\theta_1)}{\cos\theta_1}
=(1+\cos\theta_1)\,(L_{\rm in}-2nd).
\]

The last step uses \(1-\cos^2\theta_1=(1-\cos\theta_1)(1+\cos\theta_1)\). The factor \(1+\cos\theta_1\) exceeds one, so the air path outweighs the internal increase at every tilt. For small tilts it is nearly twice as large.

In your film the internal path grows by 417.6 nm, while the first beam gains 782.9 nm in air. The difference falls from 2920 nm to \(3337.6-782.9=2554.7\) nm.

**Q.** The algebra is clear, but it feels like bookkeeping. Is there a physical reason why a slanted wave collects less phase?

**A.** Look at the wave instead of the ray. Let \(k=2\pi/\lambda\), with \(\lambda\) the vacuum wavelength. The boundary conditions must hold at every point of a flat surface, so the wave has the same variation along the surface in air and in the film. Its tangential wavevector is \(k\sin\theta\) in both. In the film the total wavevector has length \(nk\), which leaves a normal component

\[
k_z=\sqrt{n^2k^2-k^2\sin^2\theta}=kq,\qquad
q=\sqrt{n^2-\sin^2\theta}=n\cos\theta_1 .
\]

Tilting turns the wavevector towards the surface, so its normal component shrinks. The two faces are separated only along the normal, and one round trip between them gives the phase

\[
\delta=2k_zd=\frac{4\pi dq}{\lambda}=\frac{2\pi\Delta}{\lambda}.
\]

Phase jumps at the interfaces are counted separately.

**Q.** Then what happened to the long slanted path?

**A.** Its phase has two parts. Along the ray, the normal part is \(2k_zd\), and the tangential part is \(k\sin\theta\) times the displacement \(2d\tan\theta_1\). The tangential part equals \(kL_{\rm air}\). The first beam gains the same phase on its way to the common wavefront, so this part cancels.

**Q.** You have compared two beams. Light bounces many times in a film. Could the later beams displace the maximum?

**A.** Each later beam makes one more round trip and gains the same \(\delta\), so we can add them all. Take a lossless film and substrate, and let \(r_{01}\) and \(r_{12}\) be the amplitude reflection coefficients at air to film and film to substrate. Start with s polarization, where the electric field is parallel to the surfaces. Continuity of the field and of its normal derivative at the top interface gives

\[
1+r_{01}=t_{01},\qquad \cos\theta\,(1-r_{01})=q\,t_{01}.
\]

Solving these,

\[
r_{01}=\frac{\cos\theta-q}{\cos\theta+q},\qquad
t_{01}=\frac{2\cos\theta}{\cos\theta+q}.
\]

For light coming from inside, exchange \(\cos\theta\) and \(q\). Then \(r_{10}=-r_{01}\), \(t_{10}=2q/(\cos\theta+q)\), and

\[
t_{01}t_{10}=\frac{4q\cos\theta}{(\cos\theta+q)^2}=1-r_{01}^2 .
\]

The first beam contributes \(r_{01}\). The second enters, reflects below and leaves, contributing \(t_{01}t_{10}r_{12}e^{i\delta}\). Each further round trip multiplies by \(r_{10}r_{12}e^{i\delta}=-r_{01}r_{12}e^{i\delta}\). The geometric series gives

\[
r=r_{01}+\frac{(1-r_{01}^2)\,r_{12}e^{i\delta}}{1+r_{01}r_{12}e^{i\delta}}
=\frac{r_{01}+r_{12}e^{i\delta}}{1+r_{01}r_{12}e^{i\delta}} .
\]

**Q.** And the maxima of \(|r|^2\)?

**A.** Write \(a=r_{01}\), \(b=r_{12}\) and \(x=\cos\delta\). The reflectance is

\[
R=\frac{a^2+b^2+2abx}{1+a^2b^2+2abx}.
\]

At fixed angle and with constant indices, \(a\) and \(b\) do not depend on wavelength. Differentiating the quotient, the terms containing \(x\) cancel in the numerator:

\[
\frac{dR}{dx}=\frac{2ab\,(1+a^2b^2-a^2-b^2)}{(1+a^2b^2+2abx)^2}
=\frac{2ab\,(1-a^2)(1-b^2)}{(1+a^2b^2+2abx)^2}.
\]

For partially reflecting interfaces the last two factors in the numerator are positive. Thus \(R\) changes monotonically with \(\cos\delta\), and its extrema sit where \(\cos\delta=\pm1\). The extra beams change the shape of the fringes but not these positions.

In your film the index rises from air to oxide to silicon. For s polarization both coefficients are then negative, so \(ab>0\) and the maxima have \(\delta=2\pi m\). At normal incidence, with a substrate index of 4.0, the reflectance varies between 0.093 and 0.36.

**Q.** What if the film stands free in air?

**A.** Then the lower coefficient has the opposite sign, \(ab<0\), and the maxima have \(\delta=2\pi(m+\tfrac12)\). The order label changes by one half, but the dependence on tilt is the same.

**Q.** Now give me the direction in which my maximum moves.

**A.** Put \(\delta=2\pi m\) into the phase formula:

\[
\lambda_m(\theta)=\frac{2dq}{m}=\frac{2d}{m}\sqrt{n^2-\sin^2\theta},
\qquad
\frac{\lambda_m(\theta)}{\lambda_m(0)}=\cos\theta_1 .
\]

The thickness, order and index are held fixed. To find the slope, square the first relation and differentiate:

\[
m^2\lambda_m^2=4d^2(n^2-\sin^2\theta),
\]

\[
2m^2\lambda_m\frac{d\lambda_m}{d\theta}=-8d^2\sin\theta\cos\theta .
\]

Since \(4d^2/m^2=\lambda_m^2/q^2\),

\[
\frac{d\lambda_m}{d\theta}=-\frac{\lambda_m\sin\theta\cos\theta}{q^2}.
\]

This is negative for every tilt between 0 and 90°, so the fringe moves to shorter wavelength. At 45° your film has \(q=1.2773\), and

\[
\lambda_5=\frac{2(1000\ \text{nm})(1.2773)}{5}\approx 510.9\ \text{nm}.
\]

The shift from 584 nm is −73.1 nm. The local slope is −2.73 nm per degree.

**Q.** Does the shift keep growing towards grazing incidence?

**A.** It grows but stays finite. At small angles \(\sin\theta\approx\theta\), with \(\theta\) in radians, and expanding the square root gives

\[
\lambda_m(\theta)\approx\lambda_m(0)\left(1-\frac{\theta^2}{2n^2}\right).
\]

The shift starts quadratically, so a film near normal incidence is insensitive to a small tilt error. At grazing incidence \(\sin\theta\to1\), and the wavelength tends to \(\lambda_m(0)\sqrt{1-1/n^2}\). A high index weakens the whole effect, because refraction keeps the internal wave close to the normal.

**Q.** I still have an objection. I calculated the spectrum at 45° and looked for the maximum closest to my old one at 584 nm. It was at 638.7 nm. That is a red shift.

**A.** That maximum has order four. At normal incidence it was at 730 nm, and it has moved down to 638.7 nm. Your fifth-order maximum is at 510.9 nm. Their distances from the old position are

\[
638.7-584.0=54.7\ \text{nm},\qquad 584.0-510.9=73.1\ \text{nm}.
\]

The nearest maximum is therefore the wrong one. Both have moved to shorter wavelength.

**Q.** At what tilt does this confusion begin?

**A.** When orders \(m\) and \(m-1\) are equally far from the old position of order \(m\), their mean equals that position. All positions scale with \(\cos\theta_1\), so

\[
\cos\theta_1\left(\frac1m+\frac1{m-1}\right)=\frac2m .
\]

The bracket equals \((2m-1)/[m(m-1)]\). Hence

\[
\cos\theta_1=\frac{2(m-1)}{2m-1}=\frac89\quad\text{for }m=5 .
\]

With Snell's law this is an external angle of 41.98°. Your jump from 0 to 45° has just passed it.

**Q.** How can I follow the right fringe without assuming the answer?

**A.** Tilt in small steps and follow one maximum continuously. I did this for s polarization with the constant indices above, solving the field equations through the film numerically in 3° steps. At each step the maximum was sought within 25 nm of its previous position, much less than the distance to the neighbouring order. It gave:

| Tilt | Maximum |
|---|---|
| 0° | 584.0 nm |
| 15° | 574.8 nm |
| 30° | 548.7 nm |
| 45° | 510.9 nm |

The position fell at every step and agreed with \(2dq/5\) to within 0.001 nm. That calculation did not use the cosine formula to find the maximum.

**Q.** Suppose I had trusted my formula and used the true maximum to measure the thickness. How bad would it be?

**A.** Your formula says \(m\lambda=2nd_{\rm false}/\cos\theta_1\), so

\[
d_{\rm false}=\frac{m\lambda\cos\theta_1}{2n}
=\frac{5(510.94\ \text{nm})(0.8749)}{2(1.46)}
\approx 765\ \text{nm}.
\]

The true relation is \(m\lambda=2nd\cos\theta_1\). Substituting it gives \(d_{\rm false}=d\cos^2\theta_1\), an error of about −23% relative to the true thickness.

**Q.** You have kept to s polarization. Does the other polarization behave differently?

**A.** The phase \(\delta\) is the same, but an interface sign can change. In p polarization the magnetic field is parallel to the surfaces. The quantity continuous with it is its normal derivative divided by \(n^2\), so \(q\) is replaced by \(q/n^2\) in the film:

\[
r_{01}^{(p)}=\frac{\cos\theta-q/n^2}{\cos\theta+q/n^2}.
\]

It vanishes when \(n^4\cos^2\theta=q^2=n^2-1+\cos^2\theta\). Collecting terms gives \(\cos^2\theta=1/(n^2+1)\), or \(\tan\theta=n\). This is the Brewster angle, 55.6° for your film.

Below it, \(ab>0\) and the maxima keep \(\delta=2\pi m\). Above it, \(r_{01}^{(p)}\) has changed sign while the lower coefficient has not, so the same phase now marks a minimum. In the numerical field solution, the p-polarized reflectance at \(\lambda=2dq/5\) is indeed a maximum at 45° and a minimum at 60°. At the Brewster angle itself the fringes vanish, and beyond it the maxima sit half an order away, about 50 nm here. If you step across that angle coarsely and track only maxima, you can again change fringes. The position of fixed \(\delta\) continues to move to shorter wavelength.

**Q.** Real oxide has an index that depends on wavelength. Can that reverse the shift?

**A.** Let \(n\) depend on \(\lambda\) and differentiate the squared fringe condition again:

\[
2m^2\lambda\frac{d\lambda}{d\theta}
=8d^2\left(n\frac{dn}{d\lambda}\frac{d\lambda}{d\theta}
-\sin\theta\cos\theta\right).
\]

Use \(m^2=4d^2q^2/\lambda^2\), divide by \(8d^2\), and multiply by \(\lambda\):

\[
\left(q^2-\lambda n\frac{dn}{d\lambda}\right)\frac{d\lambda}{d\theta}
=-\lambda\sin\theta\cos\theta .
\]

With the group index \(n_g=n-\lambda\,dn/d\lambda\), the bracket is \(nn_g-\sin^2\theta\), so

\[
\frac{d\lambda}{d\theta}
=-\frac{\lambda\sin\theta\cos\theta}{nn_g-\sin^2\theta}.
\]

In normal dispersion the index falls with wavelength. Then \(n_g>n\), and the blue shift is weaker than without dispersion at the same \(\lambda\), \(n\) and \(\theta\). As the fringe moves to shorter wavelength it meets a higher index, which partly compensates the tilt.

The sign reverses if \(nn_g<\sin^2\theta\). This needs an index that rises steeply with wavelength. As a deliberately extreme case, take \(n=1.46\) at 584 nm with a slope of +0.004 per nm. Then

\[
n_g=1.46-584(0.004)=-0.876,
\]

and the fifth-order phase condition moves by +6.8 nm between 0 and 10°. This calculation leaves out absorption. A real passive medium with such a steep index also absorbs, which weakens the light returning from the lower surface and can remove the fringe. Take a single Lorentz absorption line with this slope at its centre. For half-widths up to 20 nm the red-moving solution has disappeared by 10°. For a half-width of 50 nm it survives, but only about 1.5% of the amplitude returns. In these cases the visible reflectance maxima still move to shorter wavelength. Where the denominator passes through zero, the slope formula itself fails.

**Q.** How far is my actual wafer from the simple model?

**A.** Your values are roughly typical of a thick oxide on silicon in visible reflectometry. For the oxide I take the rough dispersion \(n(\lambda)=1.46+B(1/\lambda^2-1/\lambda_0^2)\), with \(B=3500\) nm² and \(\lambda_0=584\) nm. It puts the fifth-order phase condition at 512.3 nm instead of 510.9 nm, a change of +1.4 nm. Silicon also disperses and absorbs. An index slope of −0.0025 per nm and an extinction index of 0.05, both rough, move the maximum by −0.4 nm. Together the two materials move it by +1.1 nm. If you ignored this, the inferred thickness would be too large by

\[
1000\ \text{nm}\times\frac{1.06}{510.94}\approx 2\ \text{nm},
\]

or 0.2% of the thickness. This figure is only as good as the silicon model. The slope used suits silicon near 584 nm, but near 511 nm tabulated values are about twice as steep. With them silicon moves the maximum by about −0.9 nm, the two materials together by about +0.6 nm, and the thickness error is nearer 1 nm. Read the result as 1 to 2 nm. A stress-induced index increase of 0.001 would add about 0.5 nm to the wavelength, and warming by 10 K about 0.05 nm. None of these comes near the −73 nm caused by the tilt.

**Q.** What about a focused beam? It contains many angles.

**A.** For a cone of half-angle 2° about 45°, the fringe position varies by 10.9 nm from one edge to the other. Averaging the reflectance uniformly over angles in the plane of incidence moves the maximum by only −0.01 nm, because the two sides nearly balance. That small value belongs to this tilt and this narrow cone. A full circular cone of 2° gives about −0.03 nm, and a cone of 10° about −1 nm. The spread still blurs the fringe. The sideways displacement per round trip is 1.1 µm, about 1% of a 100 µm spot, so the first two reflected beams overlap well. At the focus, a spot that large with this cone implies spatially incoherent light. A coherent beam focused to 2° is only about 9 µm wide there, and it reaches 100 µm about 1.4 mm from the focus. Measured across the beam, the displacement is 0.8 µm, a little under a tenth of that width.

**Q.** Is there any experiment in which my original intuition gives the right direction?

**A.** Yes, if the light passes once through a plate and is compared with light that has not passed through it. Put the film, now without its substrate, in one arm of a two-arm interferometer that is otherwise balanced. The optical path through it is \(nd/\cos\theta_1\). The light would otherwise have gone through air to the same outgoing wavefront. The displacement across the plate is \(d\tan\theta_1\) sideways and \(d\) along the normal, so its component along the incident direction is

\[
d\tan\theta_1\sin\theta+d\cos\theta .
\]

Subtracting, and using Snell's law as before,

\[
E=\frac{nd}{\cos\theta_1}-\frac{nd\sin^2\theta_1}{\cos\theta_1}-d\cos\theta
=d\,(q-\cos\theta).
\]

Its derivative is

\[
\frac{dE}{d\theta}=d\sin\theta\left(1-\frac{\cos\theta}{q}\right).
\]

Because \(q^2-\cos^2\theta=n^2-1>0\), we have \(q>\cos\theta\), and the excess grows with tilt. For your thickness and index it rises from 460 nm to 570 nm between 0 and 45°. A fringe of fixed nonzero order, \(m\lambda=E\), then moves to longer wavelength. This counts a single pass. An uncoated film this thin also reflects internally, and that lays its own ripple over the broad first-order fringe. The ripple drifts to shorter wavelength while the envelope drifts to longer, so a single peak is pulled both ways. In s polarization each peak stays within roughly 15 nm of where it appeared and then fades, while new peaks appear on the long-wavelength side. Only the broad envelope follows \(m\lambda=E\), and only roughly. A clean demonstration needs the internal reflections suppressed, for example by antireflection coatings or by p polarization near the Brewster angle. In p polarization one peak lies at 571 nm at 45° and meets \(\lambda=E\) at the Brewster angle.

**Q.** But \(q\) decreases here too. Why does the total increase?

**A.** Because the air that the plate replaces loses normal phase faster than the plate does. In reflection you compare two beams that differ by a round trip between the film's faces, and the difference contains \(q\) alone. In the two-arm experiment you compare the film with air, and the difference contains \(q-\cos\theta\). The internal ray is longer in both cases. The direction of the fringe shift depends on what that ray is compared with.

The program prints the main values for these cases.

## Values computed for the example and the checks

```
Film thickness: 1000 nm
Film index: 1.46
Substrate index: 4.00
Fringe order: 5
Tilt: 45 deg
Internal angle: 28.97 deg
cos(internal angle): 0.8749
q at tilt: 1.2773
Internal path, normal incidence: 2920.0 nm
Internal path, tilted: 3337.6 nm
Increase of internal path: 417.6 nm
Air path of first beam, tilted: 782.9 nm
Path difference, tilted: 2554.7 nm
Tracked maximum at 0 deg: 584.00 nm
Tracked maximum at 15 deg: 574.75 nm
Tracked maximum at 30 deg: 548.69 nm
Tracked maximum at 45 deg: 510.94 nm
Tracked shift, 0 to 45 deg: -73.06 nm
Mistaken prediction at 45 deg: 667.51 nm
Order 4 at 0 deg: 730.00 nm
Order 4 at 45 deg (nearest to old peak): 638.67 nm
Trap begins at: 41.98 deg
False thickness from mistaken formula: 765.4 nm
Slope at 45 deg: -2.733 nm/deg
Reflectance maximum, 0 deg: 0.3600
Reflectance minimum, 0 deg: 0.0929
Brewster angle, air to film: 55.59 deg
One-pass excess over air, 0 deg: 460.0 nm
One-pass excess over air, 45 deg: 570.2 nm
Oxide dispersion coefficient (rough): 3500 nm^2
Order 5 with oxide dispersion, 45 deg: 512.34 nm
Shift by oxide dispersion: 1.40 nm
Silicon index slope (rough): -0.0025 1/nm
Silicon extinction index (rough): 0.05
Shift by silicon dispersion and loss: -0.37 nm
Shift by oxide and silicon together: 1.06 nm
Cone half-angle: 2.0 deg
Fringe spread across cone: 10.92 nm
Shift of cone-averaged maximum: -0.01 nm
Stress index change (rough): 0.0010
Shift by stress index change: 0.46 nm
Temperature change: 10 K
Thermo-optic coefficient (rough): 10.0 1e-6/K
Thermal expansion (rough): 0.5 1e-6/K
Shift by temperature change: 0.048 nm
Beam walk-off per round trip: 1107.2 nm
Spot diameter: 100 um
Walk-off / spot diameter: 0.0111
Anomalous test: index slope: 0.004 1/nm
Anomalous test: group index at 0 deg: -0.876
Anomalous test: shift, 0 to 10 deg: 6.78 nm
```
